Electrostatic energy of alternating stripes of surface charge, part 1

(Sections cited here and not found follow in the second part.)

**First half: one charged plane in vacuum**

A plane in vacuum is covered by long parallel stripes of equal width w, which carry the surface charge +σ and −σ in turn. Its electrostatic energy per unit area is

U = 7ζ(3)σ²w/(4π³ε₀) ≈ 0.0678 σ²w/ε₀.  (1)

Here ζ(3) = 1 + 1/2³ + 1/3³ + … ≈ 1.20206, and ε₀ is the electric constant in SI units. The area is that of the plane, counted once, although the field occupies both sides. The stripes are infinitely long and the plane is unbounded. The charge is fixed in place, the stripe edges are sharp, and no other charge or matter is present. The energy includes the interaction of each stripe with itself as well as with all the others.

Such a pattern arises where ferroelectric domains with polarization pointing up and down meet a surface. A polarization P ending at a surface with outward normal n leaves the bound charge P·n, so up and down domains give charges of opposite sign. Equation (1) describes the charge pattern of one such face standing alone. The material beneath it, which also responds to the field, is treated in the second half.

Let the plane be z = 0, let the stripes run along y, and let the stripe 0 < x < w be positive. The pattern is odd in x and has period 2w, so it is a sum of sines:

σ(x) = Σ σ_n sin(k_n x), k_n = nπ/w.

To find a coefficient, multiply by sin(k_n x) and integrate over one period. Different sines are orthogonal, and the integral of sin²(k_n x) over the length 2w is w. Both charge and sine change sign with x, so their product is even, and the period gives twice the integral over the positive stripe:

σ_n w = 2σ ∫₀^w sin(nπx/w) dx
= 2σ (w/nπ)[1 − cos(nπ)].

For even n the bracket is zero. For odd n it is 2, and therefore

σ_n = 4σ/(nπ), n = 1, 3, 5, ….  (2)

There is no constant term, because the two signs of charge cover equal areas. This matters for an isolated plane. A mean charge σ₀ would produce a uniform field σ₀/(2ε₀) on each side, reaching to infinity, and the energy per area would diverge. Stripes of unequal width with the same magnitude of charge therefore have no finite energy in this geometry unless some other charge restores neutrality.

Away from the plane the potential φ obeys Laplace's equation, ∂²φ/∂x² + ∂²φ/∂z² = 0. A harmonic that varies as sin(k_n x) must satisfy d²f/dz² = k_n² f in its dependence on z. Its solutions are exp(k_n z) and exp(−k_n z), and the one that remains finite far from the plane is the decaying one on each side. The potential is continuous across a charged surface, so both sides share one amplitude φ_n:

φ(x,z) = Σ φ_n sin(k_n x) exp(−k_n|z|).  (3)

Gauss's law fixes the amplitude. The normal field E_z = −∂φ/∂z has harmonic amplitude +k_nφ_n just above the plane and −k_nφ_n just below it. Its jump must equal the charge density divided by ε₀:

k_nφ_n − (−k_nφ_n) = σ_n/ε₀,

φ_n = σ_n/(2ε₀k_n).  (4)

The factor 2 comes from the two sides, each of which takes half of the flux. The factor 1/k_n says that long waves of charge create larger potentials than short ones of the same amplitude, since neighbouring charges of opposite sign are then farther apart.

The energy is the work needed to build up the pattern. Suppose that a fraction s of the final charge is already in place. The potential is linear in the charge, so it is then sφ. Adding the further charge σ ds costs sφσ ds per unit area. Integration of s from 0 to 1 gives the factor ½, and the average over one period, written ⟨…⟩, gives

U = ½⟨σ(x)φ(x,0)⟩.  (5)

In this average the products of different sines vanish, while ⟨sin²(k_n x)⟩ = ½. With equation (4),

U = ½ · ½ Σ σ_nφ_n
= Σ σ_n²/(8ε₀k_n).  (6)

Now insert σ_n² = 16σ²/(n²π²) and 1/k_n = w/(nπ):

U = Σ [16σ²/(n²π²)] [w/(nπ)]/(8ε₀)
= [2σ²w/(π³ε₀)] Σ_odd 1/n³.  (7)

The sum over odd integers follows from ζ(3) by removing the even ones. An even integer is 2m, and its contribution is 1/(8m³), so the even terms together make ζ(3)/8. What remains is

Σ_odd 1/n³ = ζ(3) − ζ(3)/8 = 7ζ(3)/8 ≈ 1.05180.  (8)

Multiplying by the prefactor 2/π³ in equation (7) gives 7ζ(3)/(4π³), which is equation (1). The first harmonic contributes 1/1.05180 = 95.08 % of the energy. The sharp edges are made by the higher harmonics, which together supply the remaining 5 %.

The same energy can be read as energy stored in the field. For one harmonic, the mean of (∂φ/∂x)² is ½k_n²φ_n² exp(−2k_n|z|), and the mean of (∂φ/∂z)² is the same. The integral of exp(−2k_n|z|) over all z is 1/k_n, so the field energy is

(ε₀/2) · k_n²φ_n² · (1/k_n) = ½ε₀k_nφ_n².

With φ_n from equation (4) this is σ_n²/(8ε₀k_n), in agreement with equation (6). Cross terms between harmonics vanish on averaging over x. The field energy density of the first harmonic falls as exp(−2π|z|/w), so most of the energy lies within a fraction of one stripe width of the plane.

This localization explains the linear dependence on w. The field close to the plane has a strength of order σ/ε₀ whatever the width, while the height over which it persists is proportional to w. A comparison makes the coefficient concrete. If the uniform field σ/(2ε₀) filled a height h on both sides, the energy per area would be

2h · (ε₀/2) · [σ/(2ε₀)]² = σ²h/(4ε₀).

Equating this to equation (1) gives h ≈ 0.27w. At fixed σ, halving the stripe width therefore halves the energy. The charge pattern alone would favour ever finer stripes; a finite width requires some cost that rises as the stripes become narrower, such as the energy of domain walls.

The local potential and field show what the average conceals. Combining equations (2) and (4) gives

φ(x,0) = [2σw/(π²ε₀)] Σ_odd sin(nπx/w)/n².  (9)

At the centre of the positive stripe, x = w/2, the sines are +1, −1, +1, … for n = 1, 3, 5, …. The sum becomes Catalan's constant,

G = 1 − 1/3² + 1/5² − … ≈ 0.915966,

and the potential there is

φ_c = 2Gσw/(π²ε₀) ≈ 0.1856 σw/ε₀.  (10)

It is larger than the mean potential of the stripe. By equation (5), and because positive and negative stripes contribute equally, that mean is 2U/σ ≈ 0.136 σw/ε₀. The potential falls from the centre of the stripe to zero at its edges.

The normal field just above the plane has amplitudes k_nφ_n = σ_n/(2ε₀). These are the amplitudes of the charge itself, divided by 2ε₀, so that

E_z(x,0⁺) = σ(x)/(2ε₀).  (11)

The neighbouring stripes do not alter this local value, because charges lying in a plane create no normal field at other points of the same plane. They do create a field along it. Differentiating equation (9) term by term inside a stripe, with the sum understood as the limit in which the plane is approached from above, gives

E_x(x,0) = −[2σ/(πε₀)] Σ_odd cos(nθ)/n, θ = πx/w.

The sum is the real part of Σ_odd tⁿ/n = ½ ln[(1 + t)/(1 − t)] at t = exp(iθ). Taking exp(iθ/2) out of numerator and denominator turns the fraction into i cot(θ/2), whose modulus is cot(θ/2) for 0 < θ < π. Therefore

E_x(x,0) = −(σ/πε₀) ln cot(πx/2w), 0 < x < w.  (12)

The field is zero at the centre, where the cotangent is 1. Near x = 0 it points towards negative x, from the positive stripe to its negative neighbour, as it should. It grows there as ln(2w/πx), without bound. The energy is nevertheless finite: near an edge the energy density grows as the square of a logarithm of the distance r, and the area element r dr in the xz plane makes its integral converge. The divergence belongs to the assumption of a perfectly sharp edge.

The result can also be reached without harmonics, directly from Coulomb's law. A line with charge λ per length has potential −(λ/2πε₀) ln(r/r₀), where r₀ is an arbitrary reference distance. Slice every stripe into lines and measure lengths in units of w. Number the stripes by the integer m, with the sign of the charge equal to (−1)^m and the reference stripe at m = 0. Averaging the potential of stripe m over the reference stripe involves

I_m = ∫₀¹ds ∫₀¹ds′ ln|m + s′ − s|
= ∫₋₁¹ (1 − |u|) ln|m + u| du,  (13)

where u = s′ − s, and 1 − |u| is the length of the range of s that gives the same u. The constant ln(w/r₀) multiplies the total charge and drops out for a neutral set of stripes. Equation (5) then becomes

U = −(σ²w/4πε₀) Σ_m (−1)^m I_m,  (14)

with m running over all integers. The factor 4π is the product of the ½ in equation (5) and the 2π of the line potential.

The self-term shows the size of the pieces. For m = 0, equation (13) gives

I₀ = 2∫₀¹ (1 − u) ln u du = 2(−1 + ¼) = −3/2.

Its contribution to the energy is positive, but its value has meaning only together with the other stripes, since a single charged stripe has an energy that depends on r₀.

The terms of equation (14) grow as ln|m|, so a plain sum does not settle. A cut after a complete stripe on each side leaves a net charge, and this is the physical origin of the trouble. Giving the two end stripes half their charge restores neutrality, and this is the same as averaging two successive partial sums. Repeating the average lets the pattern fade out smoothly. With 44 neighbours on each side, this procedure gives the coefficient of σ²w/ε₀ as 0.06784431, equal in all printed digits to 7ζ(3)/(4π³).

A second test builds the field from explicit stripes, 200 on each side of the reference stripe, and integrates its squared strength up to a height of 6w on both sides of the plane. It gives 0.067844. Neither calculation uses the harmonic expansion, and together they confirm both the factor for the two sides of the plane and the counting of energy per area.

**Second half: a polarizable film and a worked example**

The stripes have width w and charge ±σ, with harmonics σ_n = 4σ/(nπ) at wave numbers k_n = nπ/w, n odd. On one plane in vacuum the potential amplitudes are φ_n = σ_n/(2ε₀k_n), and the energy per area is U = 7ζ(3)σ²w/(4π³ε₀). The potential at the centre of a positive stripe is 2Gσw/(π²ε₀), where G is Catalan's constant.

A ferroelectric film differs from this plane in two ways: it has two faces, and its material is polarized further by the field of the charges. Consider a free-standing film of thickness d, with faces at z = ±d/2 and vacuum outside. Its spontaneous polarization is along z and alternates between +σ and −σ from one stripe to the next. On the upper face the bound charge is σ(x); on the lower face, where the outward normal is reversed, it is −σ(x). The domain walls are parallel to the polarization and carry no charge.

The additional polarization is taken to be linear in the field, with relative permittivities ε_x across the stripes and ε_z along the normal. These describe small changes about the spontaneous state. Let D′ stand for the displacement without the spontaneous part, so that D′_x = ε₀ε_xE_x and D′_z = ε₀ε_zE_z in the film. The source of D′ is the bound charge of the spontaneous polarization.

The energy now has two parts. The field itself stores ½ε₀E² per volume. Inducing a polarization p = ε₀(ε − 1)E along one axis costs the material p²/[2ε₀(ε − 1)] = ½ε₀(ε − 1)E². The sum for that axis is ½ε₀εE², and for both axes it is ½E·D′. Writing E = −∇φ and integrating by parts turns the total into half the integral of φ times the source of D′. The surface term at infinity vanishes because the potential decays. The rule ½⟨σφ⟩ for each face thus remains valid, provided that φ is the potential in the presence of the material.

Inside the film a harmonic satisfies

ε_z d²f/dz² = ε_xk_n² f.

Its solutions vary as exp(±q_n z), with

q_n = k_n √(ε_x/ε_z).

The charges on the two faces are opposite, so the potential is odd about the midplane and must be proportional to sinh(q_n z). Let φ_n now denote its amplitude at the upper face. Above that face it decays as exp[−k_n(z − d/2)]. The outward D′_z is ε₀k_nφ_n just above the face, and just below it D′_z is −ε₀ε_zq_n coth(q_nd/2)φ_n. The difference equals σ_n:

ε₀[k_n + ε_zq_n coth(q_nd/2)]φ_n = σ_n.

We now have the energy of the striped charge on a single plane in vacuum, and the condition that fixes each harmonic of the potential at the faces of a polarizable film. It remains to solve that condition, find the film's energy, and test the linear model in a worked example.
